# Buried generation profile from reverse leakage versus depletion width

## The exercise

An abrupt silicon p⁺n junction lies at $x=0$, with the n side at $x>0$. The n side has uniform donor density $N=10^{16}\ \mathrm{cm^{-3}}$. Below the junction lies a band of end-of-range defects, treated as midgap generation centres with equal electron and hole lifetimes $\tau(x)$. The temperature is 300 K and the intrinsic density is $n_i=10^{10}\ \mathrm{cm^{-3}}$.

The magnitude $J$ of the reverse current density has been computed as a function of reverse bias $V$. Let $W$ be the depletion edge, defined as the point where the linear field of the depletion region extrapolates to zero. Some of the synthetic data are:

| $V$ (V) | $W$ (nm) | $\varepsilon/C$ (nm) | $J$ (nA/cm²) |
|---|---|---|---|
| 0.428 | 399.4 | 393.8 | 0.916 |
| 0.594 | 425.7 | 420.7 | 6.281 |
| 0.765 | 451.2 | 446.6 | 20.187 |
| 0.932 | 474.7 | 470.5 | 33.421 |
| 1.115 | 499.2 | 495.5 | 39.132 |

Here $C$ is the capacitance per area. Over the full sweep, $W=360$ to 625 nm, the curve

$$G_a(W)=\frac1q\frac{dJ}{dW}$$

is a single peak with area $2.505\times10^{11}\ \mathrm{cm^{-2}s^{-1}}$, mean 450.8 nm and standard deviation 25.04 nm.

Assume that generation does not depend on the field, and neglect diffusion current and the charge of the centres.

1. What would $G_a(W)$ mean if every centre inside the depletion edge generated at its full rate?
2. At what distance inside the edge does a centre really switch on?
3. Recover the band's areal generation rate, centre and width.

## Hints

**Hint 1.** A centre generates freely only if it is short of both carriers. Compare the electron density in the tail of the depletion edge with $n_i$, not with $N$.

**Hint 2.** Poisson's equation with Boltzmann electrons can be integrated once after multiplication by the potential gradient.

**Hint 3.** Write $J$ as an integral over centres, each weighted by a function of $W-x$. Differentiate the weight.

**Hint 4.** Under a convolution, means add and variances add.

## Full solution

### The ideal reading

Each generated pair that the field separates sends one charge $q$ around the circuit. If all centres in $0<x<W$ generate at their full rate $G_0(x)$, then

$$J=q\int_0^W G_0(x)\,dx,\qquad \frac1q\frac{dJ}{dW}=G_0(W).$$

This reading puts the band at 451 nm. It rests on a sharp switch at $x=W$, which must now be examined.

### When a centre generates

For a midgap centre with equal lifetimes, the Shockley–Read–Hall (SRH) net generation rate is

$$G=\frac{n_i^2-np}{\tau(n+p+2n_i)}.$$

With flat quasi-Fermi levels separated by $qV$, $np=n_i^2e^{-qV/kT}$. At the lowest bias, 0.20 V, and $kT/q=25.85$ mV, the exponential is $e^{-7.7}\approx4\times10^{-4}$, so $np$ can be dropped. Holes are also scarce in the band, $p\ll n_i$. Hence

$$G=\frac{n_i^2}{\tau(n+2n_i)}=\frac{G_0}{1+n/(2n_i)},\qquad G_0=\frac{n_i}{2\tau}.$$

The rate reaches half its full value when $n=2n_i$. Since $N/(2n_i)=5\times10^5$, this happens far down the electron tail.

### The electron tail

Let $\phi$ be the electron's potential energy above its value in the neutral n region, in units of $kT$. Then $n=Ne^{-\phi}$, and the electrostatic potential is a constant minus $(kT/q)\phi$. The charge density is $q(N-n)$, so Poisson's equation gives

$$-\frac{kT}{q}\phi''=-\frac{qN}{\varepsilon}\left(1-e^{-\phi}\right)
\;\Longrightarrow\;
L^2\phi''=1-e^{-\phi},\qquad L^2=\frac{\varepsilon kT}{q^2N}.$$

Multiply by $\phi'$ and integrate from the neutral region, where $\phi=\phi'=0$:

$$\tfrac12L^2\phi'^2=\phi-1+e^{-\phi}.$$

Deep in the depletion region $e^{-\phi}$ is negligible. There $\phi''=1/L^2$, so $\phi'$ is linear in $x$. By the definition of $W$ it extrapolates to zero at $x=W$, which gives $\phi'=-u/L^2$ with $u=W-x$. Substitution yields

$$\phi=1+\frac{u^2}{2L^2},\qquad n=N\exp\!\left(-1-\frac{u^2}{2L^2}\right).$$

The extra 1 comes from the gradual edge; a sharp edge would omit it. The field magnitude at distance $u$ is $F=(kT/q)\,u/L^2=qNu/\varepsilon$.

### The derivative of the current

A centre at distance $u$ inside the edge therefore works at the fraction

$$g(u)=\frac1{1+a(u)},\qquad a(u)=\frac{N}{2n_i}\exp\!\left(-1-\frac{u^2}{2L^2}\right),$$

and the current is

$$J=q\int_0^W G_0(x)\,g(W-x)\,dx.$$

Differentiation gives an end term $G_0(W)g(0)$ and an integral over $g'$. The end term carries the tiny factor $g(0)\approx5\times10^{-6}$ and is dropped:

$$\boxed{\;\frac1q\frac{dJ}{dW}=\int_0^W G_0(x)\,K(W-x)\,dx,\qquad K=g'\;}$$

Since $a'=-au/L^2$ and $1-g=a/(1+a)$,

$$K(u)=-\frac{a'}{(1+a)^2}=\frac{u}{L^2}\,g(1-g).$$

The area under $K$ is $g(\infty)-g(0)\approx1$. The kernel lies around the distance $\lambda$ at which $a=1$ and $g=\tfrac12$:

$$\lambda=L\sqrt{2\left[\ln\frac{N}{2n_i}-1\right]}.$$

With $L=40.88$ nm and $\ln(5\times10^5)=13.12$,

$$\lambda=40.88\sqrt{2\times12.12}\ \mathrm{nm}=201.3\ \mathrm{nm}.$$

The derivative thus reads the profile near depth $W-\lambda$, not at $W$.

### The blur

Write $a=e^{-s}$. Then

$$s=\frac{u^2-\lambda^2}{2L^2}\approx\frac{\lambda(u-\lambda)}{L^2}$$

near $u=\lambda$. In the variable $s$ the kernel is the density $g(1-g)=e^{-s}/(1+e^{-s})^2$, which is even in $s$. For $s>0$ it expands as $\sum_{k\ge1}(-1)^{k+1}k\,e^{-ks}$. With $\int_0^\infty s^2e^{-ks}ds=2/k^3$, its variance is

$$2\sum_{k\ge1}(-1)^{k+1}k\,\frac{2}{k^3}=4\sum_{k\ge1}\frac{(-1)^{k+1}}{k^2}=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3}.$$

Returning to $u$ multiplies the standard deviation by $L^2/\lambda$:

$$s_K\approx\frac{\pi}{\sqrt3}\frac{L^2}{\lambda}=\frac{\pi}{\sqrt3}\frac{kT}{qF_\lambda},\qquad F_\lambda=\frac{qN\lambda}{\varepsilon}.$$

Here $F_\lambda=0.0311$ MV/cm and $s_K=15.1$ nm. Direct integration of $K$ gives a mean of 200.7 nm and a standard deviation of 15.3 nm, so the linearization is good to about 2 % in the width.

At fixed temperature, finer depth resolution requires a larger field at the switching point. The ideal reading returns when $\lambda$ and $s_K$ are both small compared with the scale on which $G_0$ varies.

### Recovering the band

In the convolution, $W=x+u$, where $x$ is weighted by $G_0$ and $u$ independently by $K$. The areas therefore multiply, and $K$ has unit area. The means add. The variances add because the cross term, $2\langle x-\bar x\rangle\langle u-\bar u\rangle$, vanishes. To use these rules on data, the sweep must cover the whole peak, and the derivative must fall to nearly zero on both sides of it.

- Areal rate: $2.505\times10^{11}\ \mathrm{cm^{-2}s^{-1}}$.
- Centre: $450.8-201.3=249.5$ nm.
- Standard deviation: $\sqrt{25.04^2-15.06^2}=20.0$ nm.

The exact 20.0 nm owes something to two small errors that cancel. With the true kernel width of 15.3 nm the full convolution has standard deviation $\sqrt{20^2+15.3^2}=25.18$ nm. The sweep starts at 360 nm, where the derivative is still 0.4 % of its peak, and this trims the value to 25.04 nm. Using the integrated kernel moments, 200.7 and 15.3 nm, gives a centre of 250.1 nm and a standard deviation of 19.8 nm.

These moments do not fix the shape. If the band is taken to be Gaussian, its peak rate is

$$\frac{2.505\times10^{11}}{\sqrt{2\pi}\times20.0\times10^{-7}}\approx5.0\times10^{16}\ \mathrm{cm^{-3}s^{-1}},$$

and its minimum lifetime is $n_i/(2G_0)=100$ ns. The uncorrected derivative peaks at $4.05\times10^{16}\ \mathrm{cm^{-3}s^{-1}}$, because the blur lowers and widens the band.

The data were made with a Gaussian band centred at 250 nm, with standard deviation 20 nm and minimum lifetime 100 ns. They used a numerical solution of Poisson's equation with both carriers, an acceptor density of $10^{19}\ \mathrm{cm^{-3}}$ on the p⁺ side, and the full SRH rate. The convolution law reproduces their derivative within 0.002 % of its peak. The ideal reading misplaces the centre by 201 nm.

### Against a real junction

The parameters are round values chosen for illustration. A band of end-of-range defects 250 nm below the junction implies amorphization that reached well below the junction. In a device where the band lies close below the junction, this doping would not serve: the sweep reads depths from about $360-201=159$ nm to $625-201=424$ nm. A somewhat shallower band is already largely active at the lowest bias, so the sweep misses most of its peak. Still closer to the junction, holes from the p⁺ side cannot be neglected. Since $p=n_i^2e^{-qV/kT}/n$, the hole density at 0.20 V reaches $n_i$ where $\phi=\ln(N/n_i)+qV/kT\approx21.6$, which is about 262 nm inside the edge, or 98 nm from the junction. Centres nearer than this are held back by holes and switch on only as the holes withdraw with rising bias; those within about 50 nm of the junction stay mostly off even at 2.20 V. The convolution law above does not describe them.

Two assumptions need particular care. The first is that the centres lie at midgap with equal lifetimes. A level 0.1 eV from midgap switches on at $n\approx48n_i$ instead of $2n_i$, and the recipe above would then place the band about 28 nm too shallow. An electron lifetime ten times the hole lifetime would place it about 15 nm too shallow. The inferred lifetimes would be wrong as well.

The second is field-independent generation. A rough model of thermal emission followed by tunnelling, with tunnelling mass $0.25\,m_0$, raises the rate by 43 % at $F_\lambda$ (32 % for $0.5\,m_0$, 59 % for $0.12\,m_0$). It raises the derivative's peak by 49 % and the final current by 75 %, but moves the peak by only 1 nm. The derivative also stays at 8 % of its peak at the end of the sweep, where the field-independent model gives practically zero. In this model the peak position survives, but the moments do not. Applied to the full sweep, the recipe above would give a centre near 266 nm, a standard deviation near 44 nm and an areal rate about 75 % too high. Such a residual slope is a warning, though not proof of tunnelling, since generation in the surrounding silicon would also produce one. With a uniform lifetime of 10 µs there, the derivative keeps a floor of about 1.3 % of its peak, and the recipe gives a standard deviation near 28 nm instead of 20 nm. Subtracting this floor before taking moments brings the width back to about 20 nm. The same subtraction does not repair the tunnelling case. Tunnelling is not the only field effect. For donor-like centres, Poole–Frenkel barrier lowering about doubles the electron emission rate at $F_\lambda$. On its own it raises the final current by about 46 %, moves the peak by about 3 nm, and makes the recipe return a centre near 259 nm and a standard deviation near 34 nm.

Other effects are smaller. Diffusion, estimated with the same 10 µs lifetime, supplies about $4\times10^{-5}$ of the final current, and the impact-ionization integral is about $10^{-4}$. Donor-like centres with peak density $10^{15}\ \mathrm{cm^{-3}}$ shift the recovered centre by about 0.01 nm when the depth scale is taken from a capacitance measured fast enough that the trap occupancy stays frozen, and by less than 1 nm when the edge is calculated from the bias and $N$ alone. A quasi-static capacitance includes the trap charge and changes $\varepsilon/C$ by up to about 8 nm. Temperature needs care: the leakage changes by 8 to 9 % per kelvin through $n_i$, so drift during a sweep can imitate structure in the profile. Even a steady rise of 1 K over the full sweep would bring the recovered standard deviation to between 28 and 31 nm, depending on how the bias steps are spaced in time.

## Variation 1: using bias and capacitance

**Question.** Obtain $G_a$ from $J(V)$ and $C(V)$ without differentiating with respect to a width.

**Solution.** When the edge moves by $dW$, the electron tail moves with it and uncovers the charge $qN\,dW$ per area. Therefore $C=qN\,dW/dV$, and

$$G_a=\frac1q\frac{dJ}{dV}\frac{dV}{dW}=\frac{N}{C}\frac{dJ}{dV}.$$

Take the table rows at 0.594 and 0.932 V, and the middle value $\varepsilon/C=446.6$ nm. With relative permittivity 11.7, $\varepsilon=1.036\times10^{-12}$ F/cm, and

$$G_a\approx\frac{10^{16}\times4.466\times10^{-5}}{1.036\times10^{-12}}\times\frac{27.14\times10^{-9}}{0.338}
\approx3.46\times10^{16}\ \mathrm{cm^{-3}s^{-1}}.$$

The same two rows, differenced in $W$, also give $3.46\times10^{16}$. Both fall below the true derivative peak because the step is coarse. With fine steps, the two routes agree within 0.003 % of the peak.

This route gives the derivative with respect to the true edge. If $\varepsilon/C$ itself is used as the depth scale, the recovered centre becomes 244.9 nm, because $\varepsilon/C$ is about 4.6 nm smaller than $W$ in this example. The offset depends on the p⁺ doping, even in sign. At 0.765 V, $W-\varepsilon/C$ is $-2.7$ nm for $10^{18}$, $4.5$ nm for $10^{19}$ and $6.6$ nm for $10^{20}\ \mathrm{cm^{-3}}$ acceptors.

## Variation 2: choosing the step

**Question.** The derivative is taken as a central difference with half-step $h$ in $W$. Each current reading has independent noise $\sigma_J$, equal to 0.10 % of the final 40.16 nA/cm². What $h$ is best at the peak?

**Solution.** In a Taylor expansion the even terms cancel, leaving

$$\frac{J(W+h)-J(W-h)}{2qh}\approx G_a+\frac{h^2}{6}G_a''.$$

For a nearly Gaussian peak of standard deviation $s$, $G_a''=-G_a/s^2$ at the top. The fractional loss is $h^2/(6s^2)$. For $h=10$ nm and $s=25.04$ nm this is 2.7 %; the computed loss is 2.75 %.

The two noise terms add in quadrature to $\sqrt2\,\sigma_J$, so the rate noise is

$$\sigma_G=\frac{\sqrt2\,\sigma_J}{2qh}=\frac{\sigma_J}{\sqrt2\,qh},$$

or 0.44 % of the peak at $h=10$ nm. Write this fraction as $B/h$, with $B=0.0437$ nm. Minimizing the mean square error $h^4/(36s^4)+B^2/h^2$ gives

$$\frac{h^3}{9s^4}=\frac{2B^2}{h^3}\;\Longrightarrow\;h=\left(18\,s^4B^2\right)^{1/6}\approx4.9\ \mathrm{nm}.$$

The loss is then about 0.6 % and the noise about 0.9 %. This choice applies to the peak height at fixed noise per reading; smoothing or repeated readings would change it. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Temperature: 300 K; thermal voltage: 25.85 mV
Donor, acceptor density: 1.0e+16, 1.0e+19 cm^-3
Intrinsic density: 1.0e+10 cm^-3; gap: 1.12 eV
Relative permittivity: 11.7
Input band centre, sd: 250.0, 20.0 nm
Minimum lifetime: 100 ns
Input peak rate: 5.000e+16 cm^-3 s^-1
Bias range: 0.20 to 2.20 V
Edge range: 359.8 to 624.7 nm
Debye length L: 40.88 nm
Activation distance lambda: 201.31 nm
Field at activation: 0.0311 MV/cm
Kernel sd, formula: 15.06 nm
Kernel mean, sd, numerical: 200.73, 15.30 nm
Electron tail, Poisson/formula: 1.00001
Kernel-law error, one peak: 0.002 % of peak
Kernel-law error, two peaks: 0.010 % of peak
Derivative mean, sd versus edge: 450.80, 25.04 nm
Derivative peak: 4.054e+16 cm^-3 s^-1
Recovered centre from edge: 249.49 nm
Recovered sd from edge: 20.00 nm
Input areal rate: 2.5066e+11 cm^-2 s^-1
Recovered areal rate: 2.5049e+11 cm^-2 s^-1
Centre error without lambda shift: 200.8 nm
Recovered centre from eps/C: 244.93 nm
Recovered sd from eps/C: 20.57 nm
Mean edge minus mean eps/C: 4.56 nm
Bias-route error: 0.003 % of peak
Samples: bias V; edge nm; eps/C nm; J nA/cm2; dJ/dW/q cm^-3 s^-1
  0.428; 399.4; 393.8; 0.916; 4.803e+15
  0.594; 425.7; 420.7; 6.281; 2.351e+16
  0.765; 451.2; 446.6; 20.187; 4.054e+16
  0.932; 474.7; 470.5; 33.421; 2.555e+16
  1.115; 499.2; 495.5; 39.132; 5.931e+15
Final leakage: 40.161 nA/cm2
Difference step h: 10 nm
Peak loss, computed/formula: 2.75 / 2.66 %
Current noise: 0.10 % of final leakage
Rate noise, sampled/formula: 0.434 / 0.437 % of peak
Tunnelling gain at activation field: 42.7 %
Tunnelling change in peak: 48.5 %
Tunnelling peak shift: 0.97 nm
Tunnelling change in final J: 75.3 %
End slope/peak, without tunnelling: 0.0000 %
End slope/peak, with tunnelling: 8.25 %
Peak trap density: 1.00e+15 cm^-3
Trap-charge centre shift: 0.01 nm
Trap-charge area change: 0.00 %
Diffusion/final leakage: 4.37e-05
Maximum field: 0.1703 MV/cm
Impact-ionization integral: 1.08e-04
Band-to-band tunnelling exponent: 213
Acceptor degeneracy shift: 3.66 mV
Leakage drift from ni: 8.00 % per K
```
